When to Switch a Mixed-Precision SCF to Double Precision

**The situation**

A self-consistent-field calculation on an O₂ molecule starts from two overlapping atomic densities. In a few iterations the density rearranges into a bond, and after that it changes very little. Most of the arithmetic goes into rebuilding the Coulomb and exchange response to these ever smaller changes. One may therefore build that response in single precision and return to double precision at some chosen residual. Two questions follow: how accurate can the density become, and where should the switch be?

The answer is that of iterative refinement. A single-precision correction is harmless if it is small and sits on a reference computed in double precision. Its smallness must be measured from that reference, not from the previous iteration.

**Conventions**

The setting is unrestricted Hartree-Fock with integer occupations, real orbitals and an orthonormal basis of N functions. D = (Dα, Dβ) is the pair of spin density matrices. After each diagonalization both are projectors on their occupied orbitals. The starting density D₀, a sum of atomic densities split equally between the spins, is not a projector and need not be: it only supplies the first Fock matrix and the first reference. The Fock matrices are

F(D) = h + G[D],
Gα[D]_pq = Σ_rs {(pq|rs)(Dα + Dβ)_rs − (pr|qs)(Dα)_rs},

and likewise for β. G is linear: it is a symmetric matrix L acting on the m = 2N² density elements. The norm ‖·‖ is the root of the sum of squares of all elements, over both spins. D is dimensionless and F is in hartree.

A reference F_ref = h + G[D_ref] is built in double precision. Later matrices are

F̃(D) = F_ref + G₃₂[D − D_ref],

where G₃₂ is the single-precision build. At the solution D*, F and D commute, so convergence is measured by a commutator. The program sees the apparent residual R̃ = ‖[F̃(D), D]‖. The quantity that matters is the true residual R = ‖[F(D), D]‖.

The numbers below are for triplet O₂ at a bond length of 2.2 bohr, somewhat shorter than the measured 2.28 bohr, in the 6-31G* basis with five spherical d functions per atom, N = 28 and m = 1568. The iteration is plain: diagonalize F̃, fill the lowest 9 α and 7 β orbitals, rebuild. The stored double-precision integrals define the problem, so errors of integral generation, of the basis and of the neglected correlation are outside the discussion. The energy at this level is −149.615526 hartree. It identifies the model problem and is not converged in the basis: six Cartesian d functions lower it by 0.0024 hartree, and cc-pVTZ lowers it by 0.064 hartree.

**How large is the error of one single-precision build?**

Rounding multiplies a number by 1 + δ with |δ| ≤ u, and u = 2⁻²⁴ = 5.96×10⁻⁸ in single precision. A term L_kl Δ_l is rounded once in L, once in Δ, once in the product and at most m − 1 times in the summation. It thus carries at most m + 2 such factors. For ku < 1,

(1 + u)^k ≤ e^(ku) ≤ 1/(1 − ku),  (1 − u)^k ≥ 1 − ku,

so k factors differ from one by at most γ_k = ku/(1 − ku). Therefore, element by element,

|G₃₂[Δ] − G[Δ]| ≤ γ_(m+2) |L||Δ|,

if nothing underflows, and scaling Δ by a power of two so that its largest element is near one confines underflow to terms far too small to affect the norm. Taking norms gives

‖G₃₂[Δ] − G[Δ]‖ ≤ c u ‖Δ‖.  (1)

With c = (γ_(m+2)/u) ‖|L|‖, where ‖|L|‖ is the largest eigenvalue of |L|, this is rigorous, but c is then 4.6×10⁴ hartree. It supposes that all roundings conspire. A working value comes from one probe: build G for the starting density in both precisions and divide the difference by u‖D₀‖. This gives 21.3 hartree, and a safety factor of two makes c = 42.6 hartree. On the density changes of an all-double run, taken both from the start and between iterations, the largest ratio was 9.7 hartree. The working c is an estimate with a margin, not a theorem. It gives

c u = 42.6 × 5.96×10⁻⁸ = 2.54×10⁻⁶ hartree.

The order of operations matters. If D and D_ref are rounded before subtraction, the result is

D(1 + δ₁) − D_ref(1 + δ₂) = Δ + δ₁D − δ₂D_ref,

and the last two terms are not small compared with Δ once Δ approaches the rounding errors of D. In the extreme, D and D_ref round to the same numbers and the whole of Δ is lost. For a density at distance 5.3×10⁻⁷ from D*, with D* as reference, subtracting in double and then rounding gave a Fock error of 1.7×10⁻¹³ hartree. Rounding first gave 2.0×10⁻⁷ hartree.

**From a Fock error to a density error**

Let D be a projector near D*. Mix virtual orbitals a into occupied orbitals i of the same spin:

C_i′ = C_i + Σ_a x_ai C_a,  C_a′ = C_a − Σ_i x_ai C_i.

To first order in x,

D − D* = Σ_ai x_ai (C_a C_iᵀ + C_i C_aᵀ).

The matrices C_aC_iᵀ and C_iC_aᵀ are orthonormal in this norm, so ‖D − D*‖² = 2‖x‖². The virtual-occupied block of F(D) in the new orbitals has two first-order parts. The old Fock matrix, diagonal with energies ε, contributes ε_a x_ai − x_ai ε_i. The change of density contributes G[D − D*]_ai. Together,

F_ai = (ε_a − ε_i) x_ai + G[D − D*]_ai ≡ (Hx)_ai.  (2)

H is the orbital Hessian for real rotations that conserve spin. It is symmetric because L is. Assume that its lowest eigenvalue λ is positive, so that D* is a stable minimum under these rotations, and set K = 1/λ. Then ‖x‖ ≤ K‖F_vo‖, where vo marks the virtual-occupied block.

In the orbitals of D, the product FD keeps the occupied columns of F and DF keeps the occupied rows. In their difference the occupied-occupied block cancels. What remains is F_vo and −F_ov, so

‖[F, D]‖ = √2 ‖F_vo‖.  (3)

Multiplying ‖x‖ ≤ K‖F_vo‖ by √2 gives, to leading order in the density error,

‖D − D*‖ ≤ K R.  (4)

Now write F = F̃ + δF. By (3), ‖[δF, D]‖ = √2‖δF_vo‖. This is at most ‖δF‖, because ‖δF‖² contains both off-diagonal blocks, that is, 2‖δF_vo‖². By (1), ‖δF‖ ≤ c u‖D − D_ref‖ + φ, where φ is the error of double-precision arithmetic. The triangle inequality then gives

R ≤ R̃ + c u‖D − D_ref‖ + φ,
‖D − D*‖ ≤ K (R̃ + c u‖D − D_ref‖ + φ).  (5)

This is the central bound; like (4), its second line holds to leading order in the density error. A program can evaluate the first two terms at every iteration; the second will be called the noise estimate.

For O₂, diagonalizing H gives λ = 0.0637 hartree, hence K = 15.7 hartree⁻¹. This is much softer than the smallest orbital gap, 0.73 hartree, would suggest: the response term in (2) lowers the curvature. The value moves by about 5% with the basis (K = 16.5 hartree⁻¹ in cc-pVDZ, 16.3 hartree⁻¹ in cc-pVTZ) and much more with the geometry. At 2.28 bohr λ falls to 0.026 hartree and K rises to 38 hartree⁻¹. At 2.35 bohr λ is slightly negative, the symmetric solution is no longer a minimum, and the bounds below do not apply to it. K is attained for the worst perturbation. If a small matrix V is added to F, stationarity requires Hx = −V_vo. For V along the softest rotation, with no occupied-occupied or virtual-virtual part, ‖D − D*‖ = K‖V‖. Reconverging the SCF with such a V of norm 10⁻⁴ hartree, with both signs, also gave 15.70 hartree⁻¹. Along the ordinary all-double path, in contrast, for residuals between 10⁻¹⁰ and 10⁻³ hartree, the error was at most 1.01 hartree⁻¹ times the residual. The part of the error along the softest rotation is K times that rotation's part of the residual, so on this path the softest rotation carries at most 1.01/15.7, about 6%, of the residual. Symmetry explains why it can be so little: the softest rotation, one of a degenerate pair, is odd under inversion, while the starting density has the symmetry of the molecule and the iteration in exact arithmetic keeps it.

**What one reference can achieve, and what a refresh gains**

Let e_k be the distance of the k-th reference from D*, and iterate on it until R̃ stops falling. The next density has error e_(k+1), and its distance from the reference is at most e_k + e_(k+1). With ρ = K c u, (5) becomes

e_(k+1) ≤ ρ(e_k + e_(k+1)) + K(R̃ + φ).

Collecting e_(k+1) on the left and dividing by 1 − ρ,

e_(k+1) ≤ [ρ e_k + K(R̃ + φ)]/(1 − ρ).  (6)

If R̃ stalls no higher than the noise estimate, its effect is to replace ρ by 2ρ. Each double-precision refresh then multiplies the error bound by about 2ρ, until Kφ takes over. Here ρ = 15.7 × 2.54×10⁻⁶ = 4.0×10⁻⁵, so, with the working c and above the double-precision floor, a refresh lowers the bound by about four digits.

The floor of a single reference should be proportional to its distance from D*. To see this, references were taken from the start and from successive points of the all-double run, and 300 iterations were made on each:

distance of reference | true residual (hartree) | density error
1.5 | 4.2×10⁻⁷ | 3.6×10⁻⁷
4.3×10⁻² | 7.9×10⁻⁹ | 1.0×10⁻⁸
9.2×10⁻³ | 1.5×10⁻⁹ | 1.9×10⁻⁹
9.5×10⁻⁴ | 1.8×10⁻¹⁰ | 3.6×10⁻¹⁰
1.0×10⁻⁴ | 1.4×10⁻¹¹ | 1.9×10⁻¹¹
5.0×10⁻⁶ | 8.5×10⁻¹³ | 3.8×10⁻¹²

These are values at the last iteration, and they fluctuate from one iteration to the next. In the table the true residual divided by the distance stays between 1.3×10⁻⁷ and 2.8×10⁻⁷ hartree while the distance changes by a factor of 3×10⁵. In every row R̃ stalled below the noise estimate, as assumed above.

Two limits frame the result. When D_ref approaches D*, the single-precision error disappears and double arithmetic decides. The all-double residual stopped at 3.3×10⁻¹⁴ hartree, which through K permits a density error up to 5×10⁻¹³. When λ approaches zero, near an instability of the solution, K diverges and refinement slows. With 2ρ in place of ρ, the factor in (6) is 2ρ/(1 − 2ρ), which reaches one at ρ = 1/4. For the present c u that means λ near 10⁻⁵ hartree. The first-order analysis then covers a very small neighbourhood, and a refresh is no longer assured to help.

**Why small increments are not enough**

A tempting alternative updates the last Fock matrix:

F_n = F_(n−1) + G₃₂[D_n − D_(n−1)].

Each step adds a rounding error and removes none. Summing (1) over the steps,

‖F_n − F(D_n)‖ ≤ c u Σ_k ‖D_k − D_(k−1)‖ + φ.

The sum is the length of the path, dominated by the large early steps. As the increments vanish, F_n settles, and the iteration converges cleanly to the solution of a slightly wrong problem. For O₂ the path length was 1.77. After 300 iterations the apparent residual was 3×10⁻¹⁴ hartree and the true one 1.7×10⁻⁷ hartree. The program would report convergence to double precision without having it.

A fixed reference has a floor of similar size, but it gave a warning: from the same start R̃ stopped falling; after 300 iterations it was 3.6×10⁻⁷ hartree, close to the true 4.2×10⁻⁷. The full difference D − D_ref is rounded anew at each step, so tiny changes of D can keep changing the rounding error.

**Where to put the switch**

Let τ be the target for the true residual. Give half of it to R̃ and half to the noise estimate, so that at the end c u‖D − D_ref‖ ≤ τ/2. Suppose the reference is refreshed when R̃ reaches r_s, and let n be the noise estimate at that moment. The true residual there is at most r_s + n, if φ is neglected, and by (4) the new reference lies within K(r_s + n) of D*. The final density is closer to D* still, and its own error changes the result by a relative amount of order ρ. The requirement is therefore

c u K (r_s + n) ≤ τ/2.

If n ≤ r_s, the left side is at most 2 c u K r_s, and it suffices to take

r_s = τ/(4 K c u).  (7)

Before the switch D is near D* and the reference is the starting density, so n ≈ c u d₀ with d₀ = ‖D₀ − D*‖. The condition n ≤ r_s becomes

τ ≥ 4 K (c u)² d₀.  (8)

Under (8) two double-precision Fock builds, one at the start and one at the switch, suffice within the estimates made. For O₂, d₀ = 1.49 and the right side is

4 × 15.70 × (2.541×10⁻⁶)² × 1.494 = 6.06×10⁻¹⁰ ≈ 6.1×10⁻¹⁰ hartree.

There are three regimes. If τ/2 exceeds c u d₀ = 3.8×10⁻⁶ hartree, the first reference is good enough and no switch is needed. For τ = 10⁻⁸ hartree, (7) gives r_s = 6.3×10⁻⁵ hartree, well above n, and two builds are assured. For τ = 10⁻¹⁰ hartree, r_s = 6.3×10⁻⁷ hartree lies below n = 3.8×10⁻⁶ hartree, and the assurance is lost.

**A run beyond the assured range**

The last case was run as a stress test of the rule. R̃ fell below r_s after 18 iterations, at 5.9×10⁻⁷ hartree. The margin was thin, since on this reference R̃ keeps fluctuating, up to about 4×10⁻⁷ hartree. After the refresh the run ended with a true residual of 4.5×10⁻¹¹ hartree, a noise estimate of 1.5×10⁻¹² hartree and a density error of 1.8×10⁻¹⁰. Two double builds were enough, although (8) did not promise it.

The table shows how cautious (7) is. A reference at distance 10⁻⁴ already meets this target, and one at 9.5×10⁻⁴ misses it by a factor of two. Interpolation puts the useful limit near 5×10⁻⁴, and on this path distance and residual are nearly equal in number. So r_s was about 800 times smaller than necessary. The factor is the product of 2 from the division of the target, 2 from allowing n to be as large as r_s, about 16 from K, and about 13 from c u compared with the observed 2×10⁻⁷ hartree.

The iteration count holds a surprise: 77 iterations, against 30 for the all-double run. The criteria differ slightly: the mixed run must bring R̃ below τ/2, while the all-double run stops at τ, which accounts for a few of the extra iterations. Part of the background can be derived. Diagonalizing F* + G[D − D*] gives, by first-order perturbation theory, new rotations x′_ai = −G[D − D*]_ai/(ε_a − ε_i). Inserting G from (2),

x′ = (1 − Δε⁻¹H) x,

where Δε is the diagonal matrix of gaps. The largest eigenvalue of this map in magnitude is 0.917, so the slowest rotation loses 8% per iteration. The all-double run reduced its residual by an average factor near 0.46, so it contained little of the slow rotations. The mixed run after its switch averaged 0.85. It ended with a density error four times its residual, against about one on the all-double path, so softer rotations had entered. Single-precision rounding excited them, because it does not respect the symmetry of the molecule. When each single-precision response was averaged over the operations of the group D4h, a subgroup of the molecule's own, the same run took 31 iterations. Without the averaging, merely reordering the sums changed the count: ten random orders gave between 59 and 87 iterations.

If only Fock builds are counted, the price can be stated without timing anything. Let a single-precision build cost a fraction s of a double one. The mixed run without this averaging costs 3 + 77s, counting a last double build for the energy; the all-double run costs 31, counting its initial build. Mixed precision wins if s < 28/77 = 0.36. A mere halving of the build cost would have made this run slower.

**The energy needs its own double build**

The energy is E(D) = tr hD + ½ tr D G[D] plus the nuclear repulsion, the traces running over both spins. Since G is symmetric, dE = tr F dD = 2 Σ F_ai dx_ai. Along the straight path tx, with t from 0 to 1, F_ai = t(Hx)_ai to first order, and hence, to leading order in x,

E(D) − E* = ∫₀¹ 2t xᵀHx dt = xᵀHx.

The error is second order in the density. But an energy formed with F̃ in place of F has the additional error ½ tr[(F̃ − F)D], which is first order in the Fock error. After 300 iterations on the first reference, the energy from F̃ was wrong by 1.9×10⁻⁷ hartree. This error fluctuates from one iteration to the next and can change sign. One double build at the same density reduced it to 1×10⁻¹³ hartree.

**Guidance for the setting**

These points rest on a response G that is linear in D, on integer occupations and on a stable solution. The nonlinear exchange-correlation term of density-functional theory and the fractional occupations of metals are not covered by the derivation.

1. Choose the mode that keeps a fixed double-precision reference. If the program chains increments, require a periodic full rebuild in double precision and judge convergence after it.
2. Obtain c by building G for the starting density once in each precision, dividing the difference by u‖D₀‖ and doubling the result for safety. It depends on the basis and on how the sums are carried out, so the value for O₂ should not be carried over.
3. Estimate K from the lowest eigenvalue of the orbital Hessian. A partly converged density is enough: for O₂, at a residual near 10⁻² hartree, the estimate was already within 2% of the final K. The orbital gap can be a poor substitute: here it would have made K eleven times too small.
4. Set the switch residual to τ/(4Kcu). If this lies below the noise estimate, R̃ may never reach it; refresh when R̃ falls to the noise estimate instead, and allow a third double build.
5. Accept convergence when R̃ and the noise estimate are both below τ/2, then make one double build for the energy. It also yields the true residual.
6. Watch the iteration count after the switch. If it grows as it did in the plain iteration here, a faster build may not mean a faster calculation. Acceleration softened the effect in this example: with DIIS over eight Fock matrices, restarted at the refresh, the all-double run took 14 iterations and the mixed run, switched as in point 4, took 20 to 22 in three summation orders. If the solution has the symmetry of the molecule, symmetrizing the single-precision response can remove the excess.
